# Critical Volume Fraction for Site Percolation on Four Cubic Lattices

## Problem

A composite film contains conducting and insulating spheres of equal diameter \(d\). Their centres form a crystal lattice in which nearest neighbours just touch. Each sphere is conducting with probability \(p\), independently of all the others, and current passes only between conducting spheres that touch. In an infinite crystal there is a site threshold \(p_c\): below it every connected group of conducting spheres is finite, and above it an infinite group exists.

Large simulations have established these thresholds:

| Lattice | \(p_c\) |
|---|---|
| diamond | 0.4300 |
| simple cubic (sc) | 0.3116 |
| body-centred cubic (bcc) | 0.2460 |
| face-centred cubic (fcc) | 0.1992 |

**(a)** For each lattice find the nearest-neighbour distance, the coordination number \(z\), and the packing fraction \(f\), which is the fraction of space inside the spheres.

**(b)** Show that the conducting spheres fill a fraction \(\phi=pf\) of the total volume, and compute the critical volume fraction \(\phi_c=p_cf\) for each lattice. How constant is it?

**(c)** Show that \(p_c\ge 1/(z-1)\). Does this bound, multiplied by \(f\), account for the behaviour of \(\phi_c\)?

**(d)** Predict the fcc threshold from the other three lattices, and compare it with the given value.

**(e)** A film about 200 nm thick consists of 10 nm spheres of indium tin oxide (ITO) and silica in fcc order. Take densities of 7.1 and 2.2 g/cm³. Find the critical number, volume and weight fractions of ITO, and the thickness of a solid ITO layer holding the same amount of ITO.

**(f)** Estimate how clumping, finite thickness, disordered packing, tunnelling and charging affect the answer to (e).

## Solution

### (a) Geometry and packing

Let \(a\) be the edge of the cubic cell and \(n\) the number of sites in it. The shortest vectors between sites are as follows.

- In sc they run along the cell edges, \((a,0,0)\) and its equivalents. There are 6, of length \(a\), and \(n=1\).
- In bcc they run from a corner to a cell centre, \((\pm a/2,\pm a/2,\pm a/2)\). There are 8, of length \(\sqrt3\,a/2\), and \(n=2\).
- In fcc they run from a corner to a face centre, such as \((a/2,a/2,0)\). Three choices of the zero component and four of the signs give 12, of length \(a/\sqrt2\), and \(n=4\).
- Diamond consists of two fcc lattices displaced by \((a/4,a/4,a/4)\). Each site has 4 neighbours on the other fcc lattice, at distance \(\sqrt3\,a/4\), and \(n=8\).

Touching spheres have a diameter equal to this shortest distance. No two centres are closer than \(d\), so the spheres do not overlap and their volumes may be added. One sphere has volume \(\pi d^3/6\), and therefore

\[
f=\frac{n\,\pi d^3/6}{a^3}=\frac{\pi n}{6}\left(\frac da\right)^3 .
\]

Inserting the four cases gives

\[
f_{\rm dia}=\frac{8\pi}{6}\cdot\frac{3\sqrt3}{64}=\frac{\pi\sqrt3}{16}=0.3401,
\]

\[
f_{\rm sc}=\frac{\pi}{6}=0.5236,
\]

\[
f_{\rm bcc}=\frac{2\pi}{6}\cdot\frac{3\sqrt3}{8}=\frac{\pi\sqrt3}{8}=0.6802,
\]

\[
f_{\rm fcc}=\frac{4\pi}{6}\cdot\frac{1}{2\sqrt2}=\frac{\pi\sqrt2}{6}=0.7405 .
\]

In the last line \(4/(2\sqrt2)=\sqrt2\) was used. Counting the points of a fine grid that fall inside the spheres gives 0.3394, 0.5220, 0.6795 and 0.7396, in agreement to within 0.002.

### (b) From number fraction to volume fraction

Take a crystal of \(N\) sites and volume \(V\), and let \(v=\pi d^3/6\). With all spheres present the filled fraction is \(f=Nv/V\). The number of conducting spheres has mean \(pN\) and, because the choices are independent, variance \(Np(1-p)\). Its relative fluctuation is

\[
\frac{\sqrt{Np(1-p)}}{Np}=\sqrt{\frac{1-p}{pN}},
\]

which vanishes for a large crystal. The conducting volume fraction is then

\[
\phi=\frac{pN\,v}{V}=p\,f .
\]

The reference volume is the whole film: conducting spheres, insulating spheres and the voids between them. Relative to the solid material alone, the conducting fraction is simply \(p\).

At the threshold,

\[
\phi_c=p_c\,f .
\]

| Lattice | \(p_c\) | \(f\) | \(\phi_c\) |
|---|---|---|---|
| diamond | 0.4300 | 0.3401 | 0.1462 |
| sc | 0.3116 | 0.5236 | 0.1632 |
| bcc | 0.2460 | 0.6802 | 0.1673 |
| fcc | 0.1992 | 0.7405 | 0.1475 |

The largest \(p_c\) is 2.159 times the smallest, whereas the largest \(\phi_c\) is 1.144 times the smallest. The mean of the four products is 0.1561, and the individual values deviate from it by between \(-6\,\%\) and \(+7\,\%\). This near constancy is the Scher–Zallen rule. For these four lattices the products span 0.146 to 0.167.

The remaining variation is a property of the lattices and not numerical noise. This can be seen from a separate simulation that does not use the given thresholds. Each site receives a random number \(u\), uniform between 0 and 1, and is conducting when \(u<p\). One then finds the smallest \(p\) at which a connected path joins two opposite faces of the crystal. Averages over 30 samples of 64,000 to about 70,000 sites give:

| Lattice | simulated \(p_c\) | simulated \(\phi_c\) |
|---|---|---|
| diamond | 0.4299 ± 0.0016 | 0.1459 ± 0.0006 |
| sc | 0.3076 ± 0.0020 | 0.1606 ± 0.0011 |
| bcc | 0.2452 ± 0.0018 | 0.1666 ± 0.0012 |
| fcc | 0.1983 ± 0.0010 | 0.1467 ± 0.0007 |

The simulated \(\phi_c\) uses the grid-counted packing fractions of part (a), which are slightly below the exact ones. The uncertainties are standard errors. They do not include the systematic shift due to the finite crystal. The largest departure from the given thresholds is that of sc, 0.0040 or two standard errors. The simulated \(\phi_c\) of bcc and diamond differ by 15.6 standard errors, so \(\phi_c\) is nearly, but not strictly, invariant.

Diamond and bcc also allow a direct comparison. A bcc lattice with cell edge \(a/2\) has the nearest-neighbour distance \(\sqrt3\,a/4\), the same as diamond with cell edge \(a\). It has 16 sites in the volume \(a^3\), and the 8 diamond sites are half of them. This is why \(f_{\rm bcc}=2f_{\rm dia}\). A strictly constant \(\phi_c\) would require the diamond threshold to be twice the bcc one, \(2\times0.2460=0.492\). The actual value is 0.4300. Removing half of the bcc sites in this regular way raises the threshold by a factor of 1.75 instead of 2.

The numerical value of \(\phi_c\) also depends on the convention that the spheres touch. Suppose each sphere has a conducting core of diameter \(c<d\) inside a thin shell, and that contact between shells still counts as a connection. The threshold \(p_c\) is unchanged, but the critical volume fraction of core material becomes

\[
\phi_{\rm core}=\phi_c\left(\frac cd\right)^3 .
\]

For fcc with \(c/d=0.9\) this is \(0.1475\times0.729=0.108\). At fixed \(c/d\) all four lattices are reduced by the same factor, so their ratios survive while the value near 0.156 does not.

### (c) A lower bound from counting paths

If a site belongs to an infinite connected group, then paths of every length \(m\) start from it, visiting only conducting sites and never the same site twice. The first step has \(z\) choices. Each later step has at most \(z-1\), because it may not return to the site just left. There are thus at most \(z(z-1)^{m-1}\) such paths. Each visits \(m+1\) different sites, all of which are conducting with probability \(p^{m+1}\). The mean number of conducting paths therefore satisfies

\[
\langle N_m\rangle\le z(z-1)^{m-1}p^{m+1}
= z\,p^2\,\bigl[p(z-1)\bigr]^{m-1}.
\]

The probability that at least one such path exists cannot exceed the mean number of them. If \(p(z-1)<1\), the right-hand side tends to zero as \(m\to\infty\), and no infinite group can exist. Hence

\[
p_c\ge\frac1{z-1}.
\]

The bound describes one half of the compensation: a lattice with few neighbours needs a high occupation. Its product with \(f\) is a lower bound on \(\phi_c\):

| Lattice | \(z\) | \(1/(z-1)\) | \(f/(z-1)\) |
|---|---|---|---|
| diamond | 4 | 0.333 | 0.113 |
| sc | 6 | 0.200 | 0.105 |
| bcc | 8 | 0.143 | 0.097 |
| fcc | 12 | 0.091 | 0.067 |

All four values of \(\phi_c\) respect the bound, but the bound itself is far from constant: from diamond to fcc it falls by a factor of 1.7. Path counting alone therefore does not account for the rule.

What the estimate leaves out is closed loops. On an infinite tree, where there are none, a conducting site reached from one neighbour leads on average to \(p(z-1)\) further conducting sites, and the branching continues indefinitely with nonzero probability once this number exceeds 1. The tree threshold is thus equal to \(1/(z-1)\). On a real lattice many steps lead back to sites that have already been reached, and more occupation is needed. The ratio of \(p_c\) to the tree value is \(0.4300\times3=1.29\) for diamond and \(0.1992\times11=2.19\) for fcc. This growing correction makes up for the falling bound.

From diamond to fcc, \(p_c\) falls by a factor of 2.16 while \(f\) rises by a factor of \(0.7405/0.3401=2.18\), and the two changes nearly cancel. No argument given here makes the cancellation necessary. For these lattices it is an empirical regularity.

### (d) The rule as a prediction

A fair prediction for fcc must not use the fcc threshold. The mean over the other three lattices is

\[
\bar\phi=\frac{0.1462+0.1632+0.1673}{3}=0.1589 .
\]

Dividing by the fcc packing fraction gives

\[
p_c^{\rm pred}=\frac{0.1589}{0.7405}=0.2146 .
\]

This is 7.7 % above the given value 0.1992. The rule is thus useful for a first estimate of a composition. It cannot replace a simulation when the threshold is needed to 1 %.

### (e) The ITO–silica film

With \(d=10.0\) nm, the fcc cell edge is \(a=\sqrt2\,d=14.14\) nm. Fourteen cells have a height \(t=198.0\) nm, which is used as the thickness of the 200 nm film. From the lowest to the highest sphere surface, the 28 layers measure 200.9 nm.

For the bulk crystal, the critical number fraction of ITO spheres is \(p_c=0.1992\), about one sphere in five. The critical volume fraction relative to the whole film is \(\phi_c=0.1475\). As a test of \(\phi=pf\), a crystal was filled at random with this number fraction and random points were thrown into it. A fraction 0.1476 of them fell inside ITO spheres.

The spheres have equal volumes, so their masses are proportional to the densities. The weight fraction of ITO in the solid material is

\[
w=\frac{p_c\,\rho_{\rm ITO}}{p_c\,\rho_{\rm ITO}+(1-p_c)\,\rho_{\rm silica}} .
\]

The two terms of the denominator are \(0.1992\times7.1=1.414\) and \(0.8008\times2.2=1.762\), in g/cm³, so that

\[
w=\frac{1.414}{1.414+1.762}=0.445 .
\]

One and the same composition is therefore 15 % of the film by volume, 20 % of the solids by volume or number, and 45 % of the solids by weight. A recipe must say which fraction it means.

Per unit area the film contains an ITO volume \(\phi_ct\), equivalent to a solid layer of thickness

\[
\phi_c\,t=0.1475\times198.0\ \text{nm}=29.2\ \text{nm}.
\]

This measures the amount of material and not the conductance. Just above the threshold the conducting paths are tortuous and the infinite group has many dead ends, so the film does not conduct like a 29 nm solid layer.

### (f) What the model leaves out

**Clumping.** Suppose the ITO spheres are not mixed singly, but each cubic cell of four spheres is filled as a whole with ITO or with silica. The simulated threshold is then \(0.1392\pm0.0017\), which is about 30 % below the value for independent spheres. This value is for a crystal of \(26^3\) cells; extrapolation to larger crystals lowers it by about 0.002, to roughly 0.137. The critical volume fraction falls to about 0.10, well below the range 0.146 to 0.167 of the four lattices.

The geometry has changed: the units placed at random are now cells, and each cell of four touches its 6 face neighbours and 12 edge neighbours, 18 in all, whereas a single sphere touches 12 others. With \(p=0.1392\) in the formula for \(w\), the critical weight fraction drops from 0.445 to 0.34. The calculation covers this one shape of clump, and the shift depends on the shape. Consider instead rhombohedral blocks of eight spheres, two along each of three nearest-neighbour directions that make angles of 60° with each other. Each block touches 12 others, in the same pattern as single spheres in fcc, so the threshold stays at 0.1992. Clumping can therefore break the rule, but it need not: what matters is how the clumps touch one another.

**Finite thickness.** Let current flow in the plane of the film. An infinite connected group in an infinite slab is also part of an infinite group in the bulk crystal with the same occupation. The slab threshold therefore cannot be lower than the bulk one.

For a simulated film 198 nm thick and 792 nm in length and width, the mean threshold is \(0.2108\pm0.0008\), or 5.8 % above the bulk value. The lateral size is finite too, so this is the result for that sample and not for an infinitely wide film. The corresponding critical weight fraction is 0.46. For current through the thickness the argument does not apply, since a finite group that reaches both surfaces is then sufficient. The first such bridge appears below the bulk threshold, and at a lower \(p\) the larger the area: at roughly 0.18 for a width of 0.8 µm and 0.17 for 2 µm, and lower still for wider contacts.

**Disordered packing.** Randomly packed equal spheres fill roughly 0.64 of space. Applied with the four-lattice mean, the rule suggests a number fraction

\[
\frac{0.1561}{0.64}=0.244,
\]

about 22 % above the fcc value. This assumes that the rule extends to disordered packings, and the result is probably too low. In a random close packing a sphere touches only about six others on average, as in sc, against 12 in fcc. If the threshold follows the number of contacts, it should lie near the sc value of 0.31, which is 56 % above the fcc value. Both figures are estimates. The second counts only exact contacts. A random packing also has many pairs separated by a fraction of a nanometre, and if gaps up to 0.5 nm conduct, a 10 nm sphere has about eight links and the threshold falls to roughly 0.26.

**Tunnelling.** Two ITO spheres that do not touch may still exchange electrons. The second neighbours in fcc are a distance \(a=\sqrt2\,d\) apart, which leaves a gap between their surfaces of

\[
s=(\sqrt2-1)\,d=4.14\ \text{nm}.
\]

For a barrier of height \(V\) above the electron energy, the wave function decays as \(e^{-\kappa x}\) with \(\kappa=\sqrt{2mV}/\hbar\), and the transmission decays as its square. Rough values of \(V=3.0\) eV and \(m=0.5\,m_e\) give \(\kappa=6.27\) nm⁻¹ and

\[
e^{-2\kappa s}\approx3\times10^{-23}.
\]

These values describe a silica-like barrier. In the ideal crystal this gap crosses an empty void, and a vacuum barrier (about 4.5 eV, mass \(m_e\)) gives a far smaller factor, near \(10^{-39}\). Either way this link is negligible, and the sharp distinction between touching and not touching is well justified for 10 nm spheres in fcc order. At the contacts themselves tunnelling matters. A residual gap of 0.5 nm gives a factor \(e^{-6.27}\approx0.002\) with the silica-like barrier, and about \(2\times10^{-5}\) if the gap is empty. If it is the same at every contact, it lowers the conductivity of the film but leaves the threshold where it is.

**Charging.** A sphere of radius \(d/2\) in a medium of relative permittivity \(\varepsilon_r\) has the capacitance \(C=4\pi\varepsilon_0\varepsilon_r(d/2)=2\pi\varepsilon_0\varepsilon_rd\). Adding one electron to the neutral sphere costs

\[
E_C=\frac{e^2}{2C}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r d}=36.0\ \text{meV}
\]

for a rough \(\varepsilon_r=4.0\). At 300 K, \(kT=25.9\) meV, so the ratio is 1.39. This is an estimate for an isolated sphere in roughly solid silica. The voids lower the effective permittivity to about 2.7, which would raise the energy to about 53 meV, while nearby ITO spheres screen the charge and lower it. For weakly coupled spheres the charging energy can still be comparable to \(kT\), and it can then make the conductivity depend on temperature. It does not alter which spheres touch, and so does not enter the geometric threshold.

**The real case.** Films of ITO nanocrystals deposited from solution can have grains near 10 nm and thicknesses of some hundred nanometres, so the chosen sizes are in a realistic regime. The densities, barrier, tunnelling mass and permittivity are rough values. Such films generally depart from the model through a spread of sizes, imperfect order, organic or oxide layers between the grains, and incomplete mixing. Of the departures sized above, clumping in cubic cells of four moves the threshold by about \(-30\,\%\) (other shapes can give a different shift or none), disordered packing by somewhere between \(+20\,\%\) and \(+60\,\%\), near the upper end if only exact contacts conduct, and finite thickness by about \(+6\,\%\) for in-plane current in the simulated sample, each relative to the bulk fcc number fraction and each taken alone. The figure of 45 % by weight is thus a starting point for a series of compositions. A film meant to conduct reliably should lie well above the threshold, and one meant to insulate well below it. For insulation through the thickness the margin must be larger, and it grows with the electrode area.

## Numbers as computed

```
Samples per lattice in the simulation: 30
diamond: sites per cell 8, z = 4, d/a = 0.4330
  f closed form 0.3401, f by counting 0.3394
  p_c given 0.4300, simulated 0.4299 +- 0.0016 (64000 sites)
  phi_c = 0.1462, simulated 0.1459 +- 0.0006
sc: sites per cell 1, z = 6, d/a = 1.0000
  f closed form 0.5236, f by counting 0.5220
  p_c given 0.3116, simulated 0.3076 +- 0.0020 (64000 sites)
  phi_c = 0.1632, simulated 0.1606 +- 0.0011
bcc: sites per cell 2, z = 8, d/a = 0.8660
  f closed form 0.6802, f by counting 0.6795
  p_c given 0.2460, simulated 0.2452 +- 0.0018 (65536 sites)
  phi_c = 0.1673, simulated 0.1666 +- 0.0012
fcc: sites per cell 4, z = 12, d/a = 0.7071
  f closed form 0.7405, f by counting 0.7396
  p_c given 0.1992, simulated 0.1983 +- 0.0010 (70304 sites)
  phi_c = 0.1475, simulated 0.1467 +- 0.0007
Largest/smallest p_c: 2.159; phi_c: 1.144
Mean phi_c of the four lattices: 0.1561
Simulated bcc-diamond gap in phi_c: 15.6 standard errors
Mean phi_c without fcc: 0.1589
fcc p_c predicted from it: 0.2146, error 7.7 %
Film: d = 10.0 nm, a = 14.14 nm, 14 cells, t = 198.0 nm
Densities: ITO 7.1 g/cm3, silica 2.2 g/cm3
Critical ITO number fraction: 0.1992
Critical ITO volume fraction of film: 0.1475 (random points: 0.1476)
Critical ITO weight fraction of solids: 0.445
Equivalent solid ITO thickness: 29.2 nm
Clumps of four: p_c = 0.1392 +- 0.0017, phi_c = 0.1031
  change of threshold: -30.1 %
In-plane threshold of film: 0.2108 +- 0.0008, change 5.8 %
  simulated film length and width: 792 nm
Disordered packing f = 0.64: rule gives number fraction 0.244
Tunnelling: barrier 3.0 eV, mass 0.5 m_e, kappa = 6.27 1/nm
  second-neighbour gap 4.14 nm, factor exp(-2 kappa s) = 2.7e-23
Charging energy (eps_r = 4.0): 36.0 meV
kT at 300 K: 25.9 meV, ratio 1.39
```
